\section*{Light holes and the field-dependent Hall coefficient of p-type germanium}

\section{The problem}

A sample of p-type germanium at 300 K contains $p=10^{15}\ \mathrm{cm^{-3}}$ holes of charge $+e$. They occupy two bands that meet at the same energy: heavy holes, with density $p_h$ and mobility $\mu_h$, and light holes, with density $p_l$ and mobility $\mu_l$. Model both bands as spherical and parabolic, with masses $m_h=0.32\,m$ and $m_l=0.04\,m$, where $m$ is the free-electron mass. These masses make about 4\% of the holes light. The mobilities are $\mu_h=1500$ and $\mu_l=12000\ \mathrm{cm^2/Vs}$.

The current flows along $x$, the magnetic field $B$ points along $z$, and no current flows along $y$. In Gaussian units the Hall coefficient $R$ is defined by
\begin{equation}
E_y=R\,j_xB .
\end{equation}
Find $R$ in weak field, and find how it changes with $B$. Under what conditions do a few percent of light holes matter? Treat the motion classically, first with a relaxation time in each band that does not depend on energy.

Notation: $f=p_l/p$, $b=\mu_l/\mu_h$, $\beta_i=\mu_iB/c$. Angle brackets average over the holes, so that $\langle\mu\rangle=(1-f)\mu_h+f\mu_l$.

\section{A tempting solution}

In the steady state, friction balances the Lorentz force, and a hole of mobility $\mu$ drifts with
\begin{equation}
\mathbf v=\mu\left(\mathbf E+\frac{\mathbf v\times\mathbf B}{c}\right).
\label{balance}
\end{equation}
Since 96\% of the holes are alike, describe them all by the mean velocity $\langle\mathbf v\rangle$ and the mean mobility $\langle\mu\rangle$. The $y$ component is then
\begin{equation}
\langle v_y\rangle=\langle\mu\rangle\left(E_y-\frac{\langle v_x\rangle B}{c}\right)=0 .
\label{wrong}
\end{equation}
Hence $E_y=\langle v_x\rangle B/c$. With $j_x=pe\langle v_x\rangle$ this gives $R=1/(pec)$ at every field. The light holes change the conductivity, but the Hall effect merely counts holes.

\section{Where it fails}

Average the $y$ component of (\ref{balance}) without approximation:
\begin{equation}
\langle v_y\rangle=\langle\mu\rangle E_y-\frac{B}{c}\langle\mu v_x\rangle=0 .
\end{equation}
Equation (\ref{wrong}) replaced $\langle\mu v_x\rangle$ by $\langle\mu\rangle\langle v_x\rangle$. The two factors are correlated: a mobile hole moves faster along $x$, so it feels a larger magnetic force, and it also responds more strongly to that force. In weak field $v_x=\mu E_x$ to lowest order, so
\begin{equation}
E_y=\frac{B}{c}\frac{\langle\mu^2\rangle}{\langle\mu\rangle}E_x,
\qquad j_x=pe\langle\mu\rangle E_x,
\end{equation}
and therefore
\begin{equation}
R_0=\frac{1}{pec}\,\frac{\langle\mu^2\rangle}{\langle\mu\rangle^2}.
\label{R0}
\end{equation}
Light holes enter with weight $fb^2$ relative to $(1-f)$. With $b=8$, the factor 64 outweighs their small number. The vanishing of the total transverse current does not stop each group separately: light holes drift one way along $y$ and heavy holes the other.

\section{The solution at any classical field}

The components of (\ref{balance}) are $v_x=\mu E_x+\beta v_y$ and $v_y=\mu E_y-\beta v_x$. Inserting the second into the first gives
\begin{equation}
v_x=\frac{\mu E_x+\mu\beta E_y}{1+\beta^2}.
\end{equation}
Writing $j_x=\sigma_{xx}E_x+\sigma_{xy}E_y$, we have
\begin{equation}
\sigma_{xx}=\sum_i\frac{p_ie\mu_i}{1+\beta_i^2},\qquad
\sigma_{xy}=\sum_i\frac{p_ie\mu_i\beta_i}{1+\beta_i^2}.
\end{equation}
By rotation symmetry about $z$, $j_y=-\sigma_{xy}E_x+\sigma_{xx}E_y$. Setting $j_y=0$ gives $E_x=\sigma_{xx}E_y/\sigma_{xy}$, so $j_x=(\sigma_{xx}^2+\sigma_{xy}^2)E_y/\sigma_{xy}$ and
\begin{equation}
R=\frac{\sigma_{xy}}{B(\sigma_{xx}^2+\sigma_{xy}^2)} .
\label{Rsigma}
\end{equation}

The algebra is short with $\sigma=\sigma_{xx}+i\sigma_{xy}$, because $(1+i\beta)/(1+\beta^2)=1/(1-i\beta)$ and $R=-\mathrm{Im}(1/\sigma)/B$. Let $G=\mu_h\mu_lB/c$. Over a common denominator,
\begin{align}
\sigma&=e\,\frac{p_h\mu_h(1-i\beta_l)+p_l\mu_l(1-i\beta_h)}{(1-i\beta_h)(1-i\beta_l)}
\nonumber\\
&=pe\,\frac{\langle\mu\rangle-iG}{(1-i\beta_h)(1-i\beta_l)},
\end{align}
since $\mu_h\beta_l=\mu_l\beta_h=G$. Inverting, and multiplying above and below by $\langle\mu\rangle+iG$,
\begin{equation}
\frac1\sigma=\frac{[1-\beta_h\beta_l-i(\beta_h+\beta_l)](\langle\mu\rangle+iG)}{pe(\langle\mu\rangle^2+G^2)} .
\end{equation}
Minus the imaginary part of the numerator is
\begin{equation}
\langle\mu\rangle(\beta_h+\beta_l)-G+G\beta_h\beta_l
=\frac Bc\left[\langle\mu\rangle(\mu_h+\mu_l)-\mu_h\mu_l+G^2\right],
\end{equation}
where $G\beta_h\beta_l=(B/c)G^2$ was used. Expanding the first product,
\begin{equation}
\langle\mu\rangle(\mu_h+\mu_l)=(1-f)\mu_h^2+f\mu_l^2+\mu_h\mu_l
=\langle\mu^2\rangle+\mu_h\mu_l .
\end{equation}
The terms $\mu_h\mu_l$ cancel, leaving
\begin{equation}
R=\frac1{pec}\,\frac{\langle\mu^2\rangle+G^2}{\langle\mu\rangle^2+G^2}.
\end{equation}
With $R_\infty=1/(pec)$ and $B_1=c\langle\mu\rangle/(\mu_h\mu_l)$, so that $G/\langle\mu\rangle=B/B_1$,
\begin{equation}
R(B)=R_\infty+\frac{R_0-R_\infty}{1+(B/B_1)^2},\qquad
\frac{\mu_lB_1}{c}=\frac{\langle\mu\rangle}{\mu_h}=1+f(b-1).
\label{law}
\end{equation}
The counting formula of the tempting solution is the strong-field limit.

At $B_1$ half the excess is gone. With $u=(B/B_1)^2$,
\begin{equation}
\frac{dR}{d\ln B}=-(R_0-R_\infty)\frac{2u}{(1+u)^2},
\end{equation}
and the derivative of $u/(1+u)^2$ is $(1-u)/(1+u)^3$. The fall is therefore steepest, on a logarithmic field axis, at $B_1$ too. It lies near $\mu_lB/c=1$ when $f(b-1)$ is small compared with 1.

\section{How much can a few percent do?}

For two groups the variance of the mobility is $f(1-f)(\mu_l-\mu_h)^2$, so (\ref{R0}) becomes
\begin{equation}
\frac{R_0}{R_\infty}=1+\frac{f(1-f)(b-1)^2}{[1+f(b-1)]^2}.
\label{variance}
\end{equation}
A small $f$ has a strong effect if $f(b-1)^2$ is not small. For the present $f$ but $b=2$, the ratio is 1.037, and the tempting answer would be nearly right. The mobility contrast is essential.

At fixed $b$ the rise has a maximum. Setting the logarithmic derivative of the last term of (\ref{variance}) to zero gives
\begin{equation}
\frac{1-2f}{f(1-f)}=\frac{2(b-1)}{1+f(b-1)} .
\end{equation}
Cross-multiplying, the terms in $f^2$ cancel and $1-2f=f(b-1)$, or $f=1/(1+b)$. There $1+f(b-1)=2b/(1+b)$ and $f(1-f)=b/(1+b)^2$, so the largest ratio is $1+(b-1)^2/(4b)=(1+b)^2/(4b)$. For $b=8$ it is 2.53, at $f=11\%$. More light holes than that reduce $R_0$, because the square of the mean mobility then grows proportionally faster than the variance.

\section{Why the masses fix both numbers}

Let $r=m_h/m_l$. For nondegenerate bands with a common edge, the densities are proportional to $m_i^{3/2}$, so $p_l/p_h=r^{-3/2}$.

For the mobilities, assume that scattering is elastic and isotropic, with equal matrix elements within and between the bands. Write the deviation from equilibrium as $(-\partial f_0/\partial E)g_i(\mathbf p)$. The collision term for $g_i$ is then proportional to
\begin{equation}
\sum_jN_j(E)\left[g_i-\overline{g_j}\right],
\end{equation}
where $N_j$ is the density of states and the bar averages over directions at energy $E$. The response to an electric field is odd in $\mathbf p$, so $\overline{g_j}=0$. What remains is $g_i/\tau(E)$ with $1/\tau\propto N_h+N_l$, the same for both bands. Mobilities are then inversely proportional to mass, and $b=r$.

To use this in the constant-$\tau$ formulas, neglect the energy dependence of the shared $\tau$ for now; the next section restores it. Put $q=r^{-1/2}$. Then $1-f=1/(1+q^3)$, $f=q^3/(1+q^3)$, and
\begin{equation}
\frac{\langle\mu\rangle}{\mu_h}=\frac{1+q}{1+q^3},\qquad
\frac{\langle\mu^2\rangle}{\mu_h^2}=\frac{1+q^{-1}}{1+q^3}.
\end{equation}
Using $1+q^3=(1+q)(1-q+q^2)$,
\begin{equation}
\frac{R_0}{R_\infty}=\frac{(1+q^{-1})(1+q^3)}{(1+q)^2}=\sqrt r-1+\frac1{\sqrt r},
\qquad
\frac{\mu_lB_1}{c}=\frac1{1-q+q^2}.
\end{equation}
For $0<q\le1$ the last denominator lies between $3/4$ and 1. In this model, therefore, $\mu_lB_1/c$ stays between 1 and $4/3$ for any $r\ge1$, while the rise grows as $\sqrt r$ at large $r$. Equal masses give $R_0=R_\infty$, as they must.

\section{Acoustic phonons}

For acoustic phonons the shared time depends on energy: $N_j\propto\sqrt E$ gives $\tau\propto E^{-1/2}$. With $\omega=eB/(m_ic)$, the linearized Boltzmann equation is
\begin{equation}
\frac ec(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf p}g+\frac g\tau=e\mathbf E\cdot\mathbf v .
\label{boltz}
\end{equation}
The magnetic operator turns $v_x$ into $\omega v_y$ and $v_y$ into $-\omega v_x$. For a field along $y$, try $g=a v_x+d v_y$. The coefficients obey $a/\tau=\omega d$ and $d/\tau+\omega a=eE_y$, so
\begin{equation}
d=\frac{e\tau E_y}{1+\omega^2\tau^2},\qquad a=\omega\tau d .
\end{equation}
The current carries the weight $v_x^2f_0/kT$. With $x=E/kT$, the angular average is $v_x^2=2xkT/(3m_i)$, and the Maxwell distribution in energy is $(2/\sqrt\pi)\sqrt x\,e^{-x}dx$. Together they define the average
\begin{equation}
\{A\}=\frac{4}{3\sqrt\pi}\int_0^\infty x^{3/2}e^{-x}A\,dx,
\end{equation}
and
\begin{equation}
\sigma_{xx}=\sum_i\frac{p_ie^2}{m_i}\left\{\frac{\tau}{1+\omega_i^2\tau^2}\right\},\quad
\sigma_{xy}=\sum_i\frac{p_ie^2}{m_i}\left\{\frac{\omega_i\tau^2}{1+\omega_i^2\tau^2}\right\}.
\end{equation}
The mobility is now $\mu_i=e\{\tau\}/m_i$. In weak field $\sigma_{xy}$, and with it $R_0$, gains the Hall factor
\begin{equation}
\frac{\{\tau^2\}}{\{\tau\}^2}=\frac{\Gamma(3/2)\Gamma(5/2)}{\Gamma(2)^2}
=\frac{\sqrt\pi}{2}\,\frac{3\sqrt\pi}{4}=\frac{3\pi}{8}=1.178 .
\end{equation}
In strong field $\sigma_{xy}\to pec/B$ while $\sigma_{xx}$ falls as $B^{-2}$, so (\ref{Rsigma}) again gives $1/(pec)$.

\section{Numbers for the sample}

Here $r=8$ and $f=4.23\%$. The mean mobility is $0.9577\times1500+0.0423\times12000=1944\ \mathrm{cm^2/Vs}$. Light holes carry 26\% of the current at $B=0$, but supply 74\% of the weak-field $\sigma_{xy}$. For constant $\tau$,
\begin{equation}
\frac{R_0}{R_\infty}=2.828-1+0.354=2.18 .
\end{equation}
In practical units, $cR_\infty=1/(pe)=6240\ \mathrm{cm^3/C}$ and $cR_0=13600\ \mathrm{cm^3/C}$. Reading the density from $1/(ecR_0)$ would give $4.6\times10^{14}\ \mathrm{cm^{-3}}$, less than half the true value.

With mobility in $\mathrm{cm^2/Vs}$ and field in gauss, $\mu B/c$ is $10^{-8}$ times their product. Thus $\mu_lB/c=1$ at 8.33 kG, and
\begin{equation}
B_1=\frac{10^8\times1944}{1500\times12000}\ \mathrm G=10.8\ \mathrm{kG}=1.08\ \mathrm T,
\end{equation}
where $\mu_lB_1/c=1.30$. The curves, at the same drift mobilities, are:

\begin{center}
\begin{tabular}{rrr}
$B$ (kG) & $cR$, constant $\tau$ & $cR$, acoustic\\
 & ($\mathrm{cm^3/C}$) & ($\mathrm{cm^3/C}$)\\
0.5 & 13600 & 16000\\
2 & 13400 & 15100\\
5 & 12300 & 13200\\
10 & 10200 & 10800\\
20 & 7910 & 8570\\
40 & 6740 & 7290
\end{tabular}
\end{center}

Acoustic scattering raises $R_0/R_\infty$ to 2.57 and moves the half-fall to 9.0 kG, where $\mu_lB/c=1.08$.

The cause of the fall can be isolated by removing the light holes while keeping $\mu_h$. For constant $\tau$, $R$ then does not vary with field. For acoustic scattering it falls by 1.8\% between zero field and 10.8 kG, against 35\% with both bands.

\section{Germanium and the limits of the model}

The masses and mobilities are round values in the rough range of germanium at room temperature. An important omission is the warping of the valence bands, whose energies are
\begin{equation}
\frac{\hbar^2}{2m}\left[A k^2\mp\sqrt{B_v^2k^4+C^2(k_x^2k_y^2+k_y^2k_z^2+k_z^2k_x^2)}\right].
\end{equation}
To first order in $B$, (\ref{boltz}) gives $g=e\tau E_yv_y-\tau(e/c)(\mathbf v\times\mathbf B)\cdot\nabla_{\mathbf p}(e\tau E_yv_y)$. The weak-field $\sigma_{xy}$ is therefore proportional to the integral of
\begin{equation}
\tau^2\left(-\frac{\partial f_0}{\partial E}\right)
\left(v_x^2\frac{\partial v_y}{\partial p_y}-v_xv_y\frac{\partial v_y}{\partial p_x}\right)
\end{equation}
over both bands. As an illustration, set $A=13.4$, $|B_v|=8.5$ and $|C|=13.1$; these are rounded germanium values, taken as inputs. With constant $\tau$ this gives $R_0/R_\infty=1.59$, which is 27\% below the spherical 2.18, although the light-hole fraction is almost the same, 4.1\%. With the acoustic Hall factor it is 1.88. The change includes different average masses as well as anisotropy. The field dependence of the warped model was not computed.

Optical phonons act in the opposite direction. Take $1/\tau\propto\sqrt x+\lambda n[\sqrt{x+\theta}+e^\theta\sqrt{x-\theta}]$, where $n=1/(e^\theta-1)$, $\theta$ is the phonon energy (roughly 37 meV) over $kT$, and the last root is absent for $x<\theta$. The Hall factor is 1.32 for $\lambda=1$ and 1.45 for $\lambda=4$, instead of 1.18, and it approaches 1.58 when optical phonons dominate. This correction can thus be as large as that from warping. Nonparabolicity makes the light holes heavier. A light mass 20\% larger lowers the constant-$\tau$ ratio from 2.18 to 1.97; this is only an illustration. In a six-band model with the split-off band 0.29 eV away, the thermal mean conductivity mass of the light holes is about 35\% larger and the spherical ratio falls to 1.83. The rise thus survives each of these corrections taken separately, but warping and nonparabolicity both lower it, and their effects compound: the warped six-band model gives about 1.2 for constant $\tau$ and about 1.7 for $\tau\propto E^{-1/2}$. The spherical figures 2.18 and 2.57 are therefore not a quantitative prediction for germanium. Taking equal matrix elements also neglects the angular overlap of the valence-band states. For spherical bands and a short-range, spin-independent scattering potential this does no harm: the overlap is even under reversal of $\mathbf p$ and averages to one half both within and between the bands, so $\tau(E)$ is still shared. For warped bands or other couplings its effect was not sized.

Other effects are smaller in this sample. Thermally excited electrons lower $R_0$ by about 0.2\%. For light holes at energy $2kT$, a Born estimate of ionized-impurity scattering within the light band is 0.7\% of the mean phonon rate $e/(m_l\mu_l)$; transitions into the heavy band are not included in this estimate. This figure understates the effect on $R_0$, because $\{\tau^2\}$ weights slow holes, for which impurity scattering is strong. Adding the Born rate in both bands lowers the acoustic $R_0$ by about 6\%, or 7\% with interband transitions. The holes are far from degenerate, with $p/N_v=2\times10^{-4}$, where $N_v$ is the effective density of states of both bands. The classical treatment limits the field: the light-hole $\hbar\omega/kT$ is 0.12 at $B_1$ but 0.45 at 40 kG. The value $R_\infty$ is the limit of the classical law, and should not be taken as a prediction for arbitrarily strong fields. The remaining figures are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
temperature = 300 K; kT = 25.85 meV
total hole density p = 1.0e+15 cm^-3
masses: heavy 0.32 m, light 0.04 m; r = 8.00
mobilities: heavy 1500, light 12000 cm2/Vs
light-hole fraction f = 4.23 %
mean drift mobility = 1944 cm2/Vs
light-hole share of current at B=0 = 26.1 %
light share of weak-field sigma_xy = 73.9 %
-- constant relaxation time --
R0/Rinf = 2.1820
cRinf = 6242 cm3/C; cR0 = 13619 cm3/C
density inferred from R0 = 4.583e+14 cm^-3
weak-field Hall mobility = 4243 cm2/Vs
field for mu_l B/c = 1: 8.33 kG
half-fall field B1 = 10.80 kG = 1.080 T
mu_l B1/c = 1.2963; mu_h B1/c = 0.1620
steepest fall found at 10.80 kG
largest R0/Rinf at b = 8: 2.531 at f = 11.1 %
R0/Rinf for same f but b = 2: 1.0373
-- acoustic phonons --
Hall factor 3pi/8 = 1.1781
R0/Rinf = 2.5706; cR0 = 16044 cm3/C
half-fall at mu_l B/c = 1.080, B = 9.00 kG
fall of R from B=0 to B1: two bands 34.7 %, heavy only 1.8 %
B (kG) | mu_l B/c | cR const tau | cR acoustic (cm3/C)
  0.5 |  0.060 |   13603 |   15956
  2.0 |  0.240 |   13374 |   15147
  5.0 |  0.600 |   12317 |   13161
 10.0 |  1.200 |   10214 |   10761
 20.0 |  2.400 |    7908 |    8569
 40.0 |  4.800 |    6743 |    7293
-- neglected effects --
rough band parameters A, |B|, |C| = 13.4, 8.5, 13.1
warped bands, constant tau: R0/Rinf = 1.5947, f = 4.13 %
shift on halving the angular mesh step = 1.9e-12
warped bands with acoustic tau: R0/Rinf = 1.8788
optical phonon energy (rough) = 37 meV
Hall factor, optical coupling 1 and 4: 1.317, 1.453
kT/split-off energy = 0.089 (rough 290 meV)
R0/Rinf, light mass 20 % larger, const tau = 1.969
impurity/phonon rate, light holes at 2kT = 0.66 % (kappa = 16)
rough inputs: n_i = 2e+13 cm^-3, mu_e = 4000 cm2/Vs
electron density = 4.0e+11 cm^-3; shift of R0 = -0.242 %
degeneracy: p/N_v = 2.1e-04
light-hole hbar omega_c/kT: 0.121 at B1, 0.448 at 40 kG
\end{verbatim}
